Diode ideality one does not exclude trap-assisted recombination

**The argument under review**

Suppose a manuscript reports the forward characteristic of a silicon n⁺p diode, finds ideality one near 0.5 V, and reasons as follows. Recombination through traps gives ideality two. The measured value is one. Therefore traps carry a negligible part of the current, and the carriers recombine radiatively.

The first premise comes from a calculation for a midgap trap inside the depletion region. The conclusion is about the whole diode, including a neutral base hundreds of times thicker. What has to be settled is the voltage dependence of trap recombination in that base.

Let V be the separation of the quasi-Fermi levels at the two contacts, divided by q, and let V_T = kT/q and v = V/V_T. The current density J is positive in forward bias. The ideality is

m = (1/V_T) dV/d ln J = 1/(d ln J/dv).

If J = J₀(eᵛ − 1), then d ln J/dv = eᵛ/(eᵛ − 1), so m = 1 − e⁻ᵛ. "Ideality one" therefore refers to bias with eᵛ ≫ 1. The complete law to look for is J ∝ eᵛ − 1.

**The trap rate before any approximation**

Take one discrete trap level of density N_t, occupied by an electron with probability f. Statistics are Boltzmann and the state is steady. Let τₙ be the electron capture lifetime when all traps are empty, and τₚ the hole capture lifetime when all are full. The net electron capture rate is

Uₙ = [n(1 − f) − n₁f]/τₙ.

The second term is emission. In equilibrium it must cancel capture, so n₁ = n₀(1 − f₀)/f₀. With (1 − f₀)/f₀ = exp[(E_t − E_F)/kT] and n₀ = nᵢ exp[(E_F − Eᵢ)/kT], this becomes

n₁ = nᵢ exp[(E_t − Eᵢ)/kT].

A trap degeneracy factor can be absorbed in E_t. The same reasoning for holes gives

Uₚ = [pf − p₁(1 − f)]/τₚ, p₁ = nᵢ²/n₁.

In steady state the trap charge is constant, so Uₙ = Uₚ. Multiplying this equality by τₙτₚ and collecting f gives

f = (τₚn + τₙp₁)/D,
1 − f = (τₚn₁ + τₙp)/D,
D = τₚ(n + n₁) + τₙ(p + p₁).

Insert both in Uₙ:

U = [n(τₚn₁ + τₙp) − n₁(τₚn + τₙp₁)]/(τₙD).

The terms τₚnn₁ cancel, τₙ divides out, and n₁p₁ = nᵢ², which leaves the Shockley-Read-Hall (SRH) rate

U = (np − nᵢ²)/D.

The numerator follows the quasi-Fermi splitting: where the full splitting qV is present, np − nᵢ² = nᵢ²(eᵛ − 1). A trap rate departs from this dependence through D. The ideality thus depends on whether D changes with bias, and that differs from place to place.

**The doped neutral region**

In the p-type base p₀ ≈ N_A and n₀ = nᵢ²/p₀. Neutrality gives equal excess densities, Δp = Δn, if the change in trapped charge is negligible; this requires few traps, N_t ≪ N_A, and for a deep trap also (τₚ/τₙ)N_t ≪ N_A. Since n₀p₀ = nᵢ²,

np − nᵢ² = (n₀ + Δn)(p₀ + Δn) − n₀p₀ = Δn(p₀ + n₀ + Δn).

The denominator is

D = D₀ + (τₙ + τₚ)Δn, D₀ = τₚ(n₀ + n₁) + τₙ(p₀ + p₁).

Together these give

U = (Δn/τ) [1 + Δn/(p₀ + n₀)]/[1 + (τₙ + τₚ)Δn/D₀],
τ = D₀/(p₀ + n₀).

The rate is linear, U = Δn/τ, when both corrections in brackets are small. For a deep trap, meaning here τₙp₀ much larger than the other terms of D₀, one finds τ ≈ τₙ. Holes are so abundant that a trap which has caught an electron is soon emptied. Capture of the minority electron limits the rate, and D ≈ τₙp₀ is fixed by the doping.

The excess at the edge of the neutral region remains to be found. At moderate forward current the quasi-Fermi levels are nearly flat across the junction, because the net current there is a small difference between large drift and diffusion currents. At the edge, therefore, np = nᵢ²eᵛ, or

Δn(p₀ + n₀ + Δn) = nᵢ²(eᵛ − 1).

For Δn ≪ p₀ and n₀ ≪ p₀ the bracket is p₀, and

Δn(0) = n₀(eᵛ − 1).

Inside the base the minority current is diffusive, with diffusion coefficient Dₙ. Continuity gives

Dₙ d²Δn/dx² = Δn/τ, L² = Dₙτ.

Let the rear, at x = W_b, block electrons, so that the slope of Δn vanishes there. The solution is

Δn(x) = Δn(0) cosh[(W_b − x)/L]/cosh(W_b/L).

Integrating the trap rate over the base, with ∫cosh[(W_b − x)/L]dx = L sinh(W_b/L), gives

J = q∫U dx = q n₀ (L/τ) tanh(W_b/L) (eᵛ − 1).

The diffusion current entering at x = 0 is qDₙΔn(0) tanh(W_b/L)/L. It is the same expression, since Dₙ/L = L/τ. Every electron in this current recombines through a trap, and the ideality is one. The result is the leading term for small excess density, with n₀ ≪ p₀ and nearly flat quasi-Fermi levels across the junction.

For a thin base, W_b ≪ L, the prefactor is qn₀W_b/τ; for a thick one it is qn₀L/τ. The trap level, the lifetime and the thickness change J₀ but leave the voltage factor alone.

**Where the value two comes from**

In the depletion region neither density is held fixed by doping. Take a midgap trap, n₁ = p₁ = nᵢ, and equal lifetimes τₙ = τₚ = τₛ. Measure the potential, in units of V_T, from the plane where n = p and call it ξ. Then

n = nᵢ exp(v/2 + ξ), p = nᵢ exp(v/2 − ξ).

For exp(v/2) ≫ 1 the 2nᵢ in D/τₛ is negligible beside n + p, and

U = nᵢ exp(v/2)/(2τₛ cosh ξ).

Here D itself grows as exp(v/2) and removes half of the exponent. The rate is concentrated within a few V_T of ξ = 0. If the field there is nearly constant with magnitude E₀, then dx = V_T dξ/E₀. Since ∫dξ/cosh ξ = π,

J_dep ≈ q nᵢ exp(v/2) πV_T/(2τₛE₀).

The field also depends on bias. Between the neutral base and the plane n = p, holes fall from N_A to nᵢ exp(v/2), so the bending is φ = ln(N_A/nᵢ) − v/2. With hole density N_A e^(−φ′) at bending φ′ and electrons neglected, one integration of Poisson's equation gives

E₀² = (2qN_AV_T/ε)(φ − 1 + e^(−φ)).

For φ ≫ 1 the exponential can be dropped. Then d ln E₀/dv = −1/[4(φ − 1)], and

1/m = 1/2 + 1/[4(φ − 1)].

Even this standard case lies somewhat below two.

A trap far from midgap behaves differently. If the lifetimes are comparable and p₁ is much larger than both n and p over most of the depletion region, then D ≈ τₙp₁ there and U ≈ nᵢ²(eᵛ − 1)/(τₙp₁). This local rate has ideality one. The current integrated over the depletion region has a somewhat higher ideality, partly because the region narrows with forward bias. The value two depends on the location, the kind of trap and, as shown below, the injection level; it is not a property of traps as such.

**Numbers for a silicon-like diode**

The parameters are rough typical values at 300 K, where V_T = 25.85 mV: N_A = 10¹⁶ cm⁻³, N_D = 10¹⁸ cm⁻³, nᵢ = 10¹⁰ cm⁻³, electron mobility 1100 cm²/Vs and hole mobility 400 cm²/Vs. The base is 200 μm thick and the emitter 1 μm. The trap is at midgap with τₙ = τₚ = 10 μs. Then n₀ = 10⁴ cm⁻³, Dₙ = 28.4 cm²/s and

L = √(28.4 × 10⁻⁵) cm = 0.0169 cm = 169 μm.

Counting the neutral base from 0.6 μm behind the junction gives W_b = 199.4 μm and tanh(W_b/L) = 0.828. Hence

J₀ = (1.602×10⁻¹⁹)(10⁴)(0.0169/10⁻⁵)(0.828) = 2.24×10⁻¹² A/cm².

The comparison is a numerical solution of Poisson's equation and both continuity equations with the full SRH rate. Both contacts block minority carriers, so all of the terminal current is trap recombination. "Junction" below means everything from the emitter contact to the 0.6 μm plane.

V = 0.2 V: base share 31%, m = 1.47
V = 0.3 V: base share 72%, m = 1.14
V = 0.4 V: base share 94%, m = 1.03
V = 0.5 V: base share 98%, m = 1.006
V = 0.6 V: base share 99%, m = 1.03

The manuscript's observation, ideality one near 0.5 V, is thus reproduced by a diode in which nothing but traps recombines carriers. At low bias the junction's share of the current is larger and raises m. Because J is a sum, the inverse idealities average with the current shares as weights. At 0.3 V this gives 0.724/1.000 + 0.276/1.840 = 0.874, hence m = 1.14.

At 0.5 V the solved base current is 0.9973 of the formula. Most of this deficit has a simple origin: the formula assigns the edge density to the 0.6 μm plane, but the depletion edge lies about 0.4 μm closer to the junction. Over that distance Δn falls by the fraction 0.4 × 0.828/169 ≈ 0.2%. The solved np product at the plane is accordingly 0.9976 of nᵢ²eᵛ.

For the junction at 0.3 V, φ = 13.816 − 5.802 = 8.01. The formulas give E₀ = 0.0237 MV/cm, J_dep = 9.1×10⁻⁸ A/cm² and m = 1.87; the solution gives 9.4×10⁻⁸ A/cm² and 1.84. At 0.5 V the junction ideality has fallen to 1.49. Part of the fall is the field term, since φ is then only 4.1. Another part is the neutral slice in front of the 0.6 μm plane. It contributes about qn₀eᵛ/τ × 0.4 μm ≈ 1.6×10⁻⁶ A/cm², nearly a fifth of the junction current of 8.7×10⁻⁶ A/cm², and has ideality one.

Moving the trap 0.35 eV below midgap, with the capture lifetimes held fixed, gives p₁ = 7.6×10¹⁵ cm⁻³ and τ = 10 μs × (1 + 0.76) = 17.6 μs. The base ideality at 0.3 V remains 1.000, and the junction ideality drops to 1.01. In this diode no region shows the supposed signature of traps at that bias.

**When the linear law fails**

The usual phrase "low injection" means Δn ≪ p₀. The expression for U shows that this is not enough: (τₙ + τₚ)Δn ≪ D₀ is also required. For a deep trap the second condition reads

(1 + τₚ/τₙ) Δn/p₀ ≪ 1.

To see what happens beyond it, consider a uniformly excited region with y = Δn/p₀ ≪ 1 and eᵛ ≫ 1. There y ∝ eᵛ and

D = τₙp₀(1 + a), a = (1 + τₚ/τₙ)y.

Since U ∝ eᵛ/D and da/dv = a,

d ln U/dv = 1 − a/(1 + a) = 1/(1 + a),
m = 1 + (1 + τₚ/τₙ)Δn/p₀.

With τₚ = 100τₙ and Δn/p₀ = 0.01 this gives 2.01; a direct evaluation of the trap occupancy gives 1.99. The majority carriers are hardly disturbed, but the traps are. From the expression for f, occupancy is about τₚn/(τₙp₀ + τₚn) = 1/2. Half the traps hold an electron and wait for a hole, and cannot catch another electron.

The complete diode shows the same failure. Raising τₚ to 100τₙ, with τₙ and all other parameters fixed, gives m = 1.004 at 0.4 V but 1.78 at 0.6 V, where the edge density is still only 1.2% of the doping. The local formula should not be applied to this diode as a whole, because Δn varies through the base.

For equal lifetimes at 0.6 V the base ideality is 1.03. Several small effects act there. The local formula gives a correction of about 2% at an excess of 1% of the doping, and the voltage drop in the base can add up to about JR/V_T = 0.03. The electric field in the base also helps electrons along, which lowers the ideality slightly. The calculation does not separate these effects.

In strong injection n ≈ p ≈ nᵢ exp(v/2), so U ≈ Δn/(τₙ + τₚ) and the local ideality is two. This is a neutral region with ideality two, so the inference from slope to location is also unsafe in the other direction.

**Why the slope cannot identify radiative recombination**

The radiative rate is B(np − nᵢ²), which in the linear range of the base is Bp₀Δn. Its ratio to the trap rate is

U_rad/U = Bp₀τ.

The voltage has cancelled. With a rough silicon value B = 5×10⁻¹⁵ cm³/s,

Bp₀τ = (5×10⁻¹⁵)(10¹⁶)(10⁻⁵) = 5×10⁻⁴.

Evaluated on the solved carrier densities, the ratio is 5.00×10⁻⁴ at both 0.3 and 0.5 V, and the radiative rate has m = 1.000 at 0.4 V. For these parameters the manuscript would attribute to light emission a current that is about 99.95% non-radiative.

The magnitude of the rate carries the missing information. An absolute measurement of emitted light, corrected for reabsorption and escape, gives the internal radiative rate. With blocking contacts and a current dominated by traps in the base, the ratio of this rate, per unit area, to J/q is about Bp₀τ; recombination at the contacts makes it smaller. Reabsorbed photons that create new electron-hole pairs draw no terminal current, so the radiative share of the current itself can be smaller still. A change of base doping gives only partial information. In a thin base with a deep trap, J₀ is qnᵢ²W_b/(N_Aτₙ) for traps and qBnᵢ²W_b for radiation. If τₙ, B and nᵢ stay fixed as N_A is varied, the first falls as 1/N_A and the second is constant. Recombination in the emitter or at its contact is also independent of N_A, however, and with a metal front contact it can be far larger than the radiative term. A constant part of J₀ therefore does not identify radiation. In real material the lifetime may change with doping, and must then be measured too.

**The model beside a real diode**

The doping, thickness and base mobilities are ordinary for silicon devices, while the hole mobility is too high for the emitter doping; 10 μs is a moderate lifetime, and good wafers have much longer ones. The size of J₀ depends strongly on lifetime and temperature, and also on the assumption that both contacts block minority carriers. Take the rear contact first. At an ideal metal contact Δn(W_b) = 0, the profile is a ratio of sinh functions, and tanh(W_b/L) in J becomes coth(W_b/L). This raises J₀ by 1/0.828² = 1.46, to about 3.3×10⁻¹² A/cm². The base volume then accounts for the fraction tanh(W_b/2L) tanh(W_b/L) = 0.53 × 0.83 = 0.44 of the current, and the rest recombines at the contact. The problem is still linear in Δn(0), so the ideality is still one.

The front contact acts in the same way. If it too is an ideal metal, holes injected into the emitter diffuse across its width W_e = 1 μm and recombine at the contact. With Dₚ = 10.3 cm²/s and an equilibrium hole density nᵢ²/N_D = 100 cm⁻³, this adds qDₚnᵢ²/(N_D W_e) ≈ 1.7×10⁻¹² A/cm² to J₀, comparable with the base contribution. A hole mobility realistic for this doping would lower the term by a quarter or more, while a gap narrowing of 50 meV would multiply it by about 7 and could make it the largest part of J₀. It is proportional to eᵛ − 1 as well, so the ideality remains one.

Other omissions are smaller here. Auger recombination, with a rough coefficient, is about 0.1% of the trap rate in the base. In the more heavily doped emitter it exceeds the trap rate, but with the contact blocking it stays below 1% of the total current even with 50 meV of gap narrowing. Trap recombination inside the emitter, with its contact blocking and a lifetime of 10 μs there too, is below 0.1% of the current at 0.5 V, even with 50 meV of gap narrowing; an emitter lifetime of 1 μs would raise this share to about 0.07% without narrowing and about 0.5% with it. Trap-assisted tunnelling, estimated with an effective mass of 0.25, would raise the trap rate near the plane n = p at 0.5 V by roughly a quarter and the junction current, part of which comes from the nearly field-free neutral slice, by about a fifth, but the total current by only about 0.3%. A temperature error matters more for the slope: a junction 10 K hotter than the assumed 300 K appears to have m = 310/300 = 1.03.

**Assessment**

The measured slope supports a narrower statement than the manuscript makes: the dominant recombination rate grows as eᵛ over the measured range. That disfavours midgap recombination in the depletion region as the main path. It does not disfavour traps in the neutral base, and the claim of radiative recombination needs evidence about the size of the rate. The values from the numerical solution of the diode are listed in the numerical output; those for metal contacts are separate estimates from the formulas given above.

Numbers as computed

```
temperature 300 K, kT/q = 25.852 mV
NA = 1e+16, ND = 1e+18, ni = 1e+10 cm^-3
mobilities: electrons 1100, holes 400 cm2/Vs
base 200 um, emitter 1 um
neutral base counted from 0.6 um
tau_n = tau_p = 10 us, midgap trap
n0 in base = 1.0e+04 cm^-3, D_n = 28.44 cm2/s
diffusion length = 168.6 um
J0 of base, formula = 2.2377e-12 A/cm2
V (V) | J total, base, junction (A/cm2) | m total, base, junction
0.2 | 1.676e-08 5.114e-09 1.165e-08 | 1.4739 0.9996 1.862
0.3 | 3.384e-07 2.448e-07 9.355e-08 | 1.1445 1.0000 1.840
0.4 | 1.252e-05 1.171e-05 8.059e-07 | 1.0281 1.0001 1.736
0.5 | 5.688e-04 5.601e-04 8.735e-06 | 1.0058 1.0007 1.491
0.6 | 2.621e-02 2.605e-02 1.545e-04 | 1.0299 1.0288 1.249
base current, solver/formula, at 0.05, 0.3, 0.5 V: 0.9986 0.9983 0.9973
edge np/(ni^2 exp(V/VT)) at 0.5 V = 0.9976
edge n/NA at 0.5, 0.6 V: 2.50e-04 1.16e-02
0.3 V, field where n = p: 0.0237 MV/cm
0.3 V, junction formula: J = 9.095e-08 A/cm2, m = 1.867
trap -0.35 eV from midgap: tau = 17.58 us
  J0 of base, formula = 1.4514e-12 A/cm2
  m at 0.3 V: base 1.0000, junction 1.013
tau_p = 100 tau_n: diode m at 0.4 V = 1.0040
  diode m at 0.6 V = 1.780, edge n/NA = 1.17e-02
local m at excess/NA = 0.01: tau_p/tau_n = 1: 1.020, 100: 1.990
local m at excess/NA = 100, equal lifetimes: 2.000
radiative coefficient (rough) 5e-15 cm3/s
radiative/SRH in base at 0.3, 0.5 V: 5.000e-04 5.002e-04
m of radiative rate at 0.4 V = 1.0000
mesh halving: total J at 0.5 V shifts -7.2e-06 (relative)
mesh halving: junction J at 0.3 V shifts 5.4e-06
Neglected or limiting effects:
Auger/SRH (coefficient 1e-30 cm6/s, rough): 1.0e-03
emitter share at 0.5 V: 6.4e-05; with 50 meV gap narrowing 4.4e-04
base resistance 0.0312 ohm cm2; J R/VT at 0.5, 0.6 V: 6.9e-04 3.2e-02
trap density/NA (capture 1e-15 cm2, 1e7 cm/s): 1.0e-03
ND/Nc (Nc = 2.8e19 cm^-3, rough): 0.036
peak field at 0.5 V: 0.0544 MV/cm
junction share of J at 0.5 V: 1.54e-02
tunnelling gain of junction rate at 0.5 V (mass 0.25): 0.26
  resulting gain of total J: 4.1e-03
apparent m if junction is 10 K hotter than assumed: 1.033
```
